# The rotating-analyser residual and calibration to the plane of incidence

A rotating-analyser ellipsometer sends light through a fixed linear polariser, reflects it from a sample, and passes it through a turning linear analyser to a detector. Both angle dials have unknown zeros relative to the plane of incidence. The problem is to find these zeros from the detected signal.

Let $P$ and $A$ be the true polariser and analyser angles from the plane of incidence. The sample is isotropic and not optically active, so it does not mix the field component in that plane ($p$) with the component normal to it ($s$). Its complex reflection coefficients satisfy
$$\frac{r_p}{r_s}=T e^{i\Delta},\qquad T=\tan\psi,\qquad 0<T<\infty .$$
Fields vary as $e^{i\omega t}$. The light is taken as fully polarised and the components as ideal until part (g). Angles in formulas are in radians.

## (a) What signal does the detector give?

**Question.** Write the signal as $I=I_0(1+\alpha\cos2A+\beta\sin2A)$ and find $\alpha$ and $\beta$.

**Solution.** For unit incident amplitude, the reflected components are
$$E_p=r_p\cos P,\qquad E_s=r_s\sin P .$$
The analyser passes the projection $E_p\cos A+E_s\sin A$. Its squared modulus is
$$I=|E_p|^2\cos^2A+|E_s|^2\sin^2A+2\,\mathrm{Re}(E_p^*E_s)\sin A\cos A .$$
Put $\cos^2A=(1+\cos2A)/2$, $\sin^2A=(1-\cos2A)/2$ and $2\sin A\cos A=\sin2A$. With $S=|E_p|^2+|E_s|^2$,
$$I=\frac S2\left[1+\frac{|E_p|^2-|E_s|^2}{S}\cos2A+\frac{2\,\mathrm{Re}(E_p^*E_s)}{S}\sin2A\right].$$

Now divide numerators and denominators by $|r_s|^2\cos^2P$ and write $t=\tan P$. Then $|E_p|^2$ becomes $T^2$, and $|E_s|^2$ becomes $t^2$. Since $r_p^*r_s/|r_s|^2=(r_p/r_s)^*$, the product $E_p^*E_s$ becomes $Tt\,e^{-i\Delta}$. Therefore
$$\alpha=\frac{T^2-t^2}{T^2+t^2},\qquad
\beta=\frac{2Tt\cos\Delta}{T^2+t^2}.$$
These are the amplitudes at twice the analyser's mechanical frequency, divided by the mean signal. This is the meaning of "normalised second harmonic" here.

## (b) What does the missing modulation measure?

**Question.** Define the residual $R=1-\alpha^2-\beta^2$. Find its closed form and its physical meaning.

**Solution.** From the definitions in terms of fields,
$$S^2R=(|E_p|^2+|E_s|^2)^2-(|E_p|^2-|E_s|^2)^2-4[\mathrm{Re}(E_p^*E_s)]^2 .$$
The first two squares differ by $4|E_p|^2|E_s|^2=4|E_p^*E_s|^2$. Subtracting the squared real part leaves the squared imaginary part:
$$R=\left[\frac{2\,\mathrm{Im}(E_p^*E_s)}{S}\right]^2 .$$
With the scaling of part (a), $\mathrm{Im}(E_p^*E_s)$ becomes $-Tt\sin\Delta$, so
$$\boxed{R=\frac{4T^2t^2\sin^2\Delta}{(T^2+t^2)^2}} .$$

To interpret the bracket, resolve the field into circular amplitudes $E_\pm=(E_p\mp iE_s)/\sqrt2$. Expansion gives
$$|E_\pm|^2=\tfrac12S\pm\mathrm{Im}(E_p^*E_s).$$
The bracket is thus the difference of the two circular intensities divided by their sum, and $R$ is the square of this circular fraction. Linear light gives $R=0$ and full modulation. Circular light gives $R=1$ and no modulation.

## (c) How does the residual behave near the plane of incidence?

**Question.** Expand $R$ for small $P$, including the first correction. Find its curvature, and treat the neighbourhood of $P=90^\circ$ as well.

**Solution.** Factor $T^4$ from the denominator:
$$R=\frac{4\sin^2\Delta}{T^2}\,t^2\left(1+\frac{t^2}{T^2}\right)^{-2}.$$
Since $\tan P=P+P^3/3+O(P^5)$,
$$t^2=P^2\left(1+\tfrac23P^2+O(P^4)\right),\qquad
\left(1+\frac{t^2}{T^2}\right)^{-2}=1-\frac{2P^2}{T^2}+O(P^4).$$
Multiplication gives
$$R=KP^2\left[1+\left(\tfrac23-2\cot^2\psi\right)P^2+O(P^4)\right],\qquad K=4\cot^2\psi\,\sin^2\Delta .$$
The residual therefore vanishes quadratically when $\sin\Delta\neq0$, and its curvature is
$$\boxed{R''(0)=2K=8\cot^2\psi\,\sin^2\Delta} .$$
The proportionality to $\sin^2\Delta$ holds at fixed $\psi$. The leading term suffices when $|P|$ is small compared with both 1 and $T$.

The physical reason follows from the fields. At $P=0$ there is no $s$ component, and the reflected light is linear whatever $\Delta$ is. A small $P$ adds an $s$ amplitude proportional to $P$. The part of it in quadrature with the $p$ field is proportional to $P\sin\Delta$, and so is the circular fraction. The residual is the square of that fraction.

Near the second axis put $P=\pi/2+q$ and $u=\tan q$. Then $t=-1/u$, and multiplying numerator and denominator by $u^4$ gives
$$R=\frac{4T^2u^2\sin^2\Delta}{(1+T^2u^2)^2}\simeq4\tan^2\psi\,\sin^2\Delta\,q^2 .$$
The same phase factor appears, with $\cot^2\psi$ replaced by $\tan^2\psi$.

## (d) How sharp is the minimum for a gold mirror?

**Question.** Take opaque gold at 633 nm with the rough typical index $N=n-ik$, $n=0.2$, $k=3.4$. Evaluate $K$ at $70^\circ$ incidence, examine other angles, and compare with a transparent surface of index 1.5.

**Solution.** For incidence angle $\theta$ in air, let $c=\cos\theta$ and $c_1=\sqrt{1-\sin^2\theta/N^2}$. The Fresnel coefficients are
$$r_p=\frac{Nc-c_1}{Nc+c_1},\qquad r_s=\frac{c-Nc_1}{c+Nc_1}.$$
With these signs $r_p=-r_s$ at normal incidence, so $\Delta=180^\circ$ there. At $70^\circ$ they give $\psi=43.51^\circ$, $\Delta=107.70^\circ$, $T=0.9493$ and $\sin^2\Delta=0.9076$. Hence
$$K=\frac{4(0.9076)}{(0.9493)^2}=4.03\ \mathrm{rad^{-2}}=1.23\times10^{-3}\ \mathrm{deg^{-2}},$$
and the curvature is $8.06\ \mathrm{rad^{-2}}$.

At $P=1^\circ$ the residual is 0.00123. At $5^\circ$ the closed form gives 0.03032 and the quadratic term 0.03068. The relative quartic coefficient is $-1.553\ \mathrm{rad^{-2}}$. Multiplied by $(5^\circ)^2=0.00762\ \mathrm{rad^2}$, it predicts a reduction of 1.2%, as found.

Changing the angle of incidence changes both $\psi$ and $\Delta$:

| Incidence | $\psi$ | $\Delta$ | $K$ (rad$^{-2}$) |
|---|---|---|---|
| $45^\circ$ | $44.37^\circ$ | $157.05^\circ$ | 0.636 |
| $60^\circ$ | $43.86^\circ$ | $133.81^\circ$ | 2.256 |
| $70^\circ$ | $43.51^\circ$ | $107.70^\circ$ | 4.029 |
| $80^\circ$ | $43.59^\circ$ | $64.77^\circ$ | 3.611 |

Between $45^\circ$ and $70^\circ$, $K$ grows by a factor of 6.3. The factor $\cot^2\psi$ grows by only about 6%, so nearly all the gain comes from $\sin^2\Delta$.

The transparent surface at $70^\circ$ has $\psi=20.64^\circ$ and $\Delta=0$. The closed form then gives $R=0$ for every $P$. Linear incident light remains linear at every polariser angle, and the residual cannot locate the plane of incidence.

## (e) How are the two dial zeros found?

**Question.** The dials read $P_d=P+P_s$ and $A_d=A+A_s$. Show how to find $P_s$ before $A_s$ is known, and then find $A_s$.

**Solution.** Insert $A=A_d-A_s$ into the signal and expand the cosine and sine of the difference. The amplitudes measured against the dial are
$$\alpha'=\alpha\cos2A_s-\beta\sin2A_s,\qquad
\beta'=\alpha\sin2A_s+\beta\cos2A_s .$$
In $\alpha'^2+\beta'^2$ the cross terms cancel, leaving $\alpha^2+\beta^2$. The residual is thus independent of $A_s$, and its minimum on the polariser dial is $P_s$.

The two equations combine into
$$\alpha'+i\beta'=(\alpha+i\beta)e^{2iA_s}.$$
At $P=0$, $\alpha=1$ and $\beta=0$, so half the harmonic phase is $A_s$, modulo $180^\circ$. At the other minimum $\alpha=-1$, which would change the answer by $90^\circ$. The two minima must therefore be told apart, for example by a rough prior knowledge of the polariser dial.

If the polariser is set wrong by $\delta P$, then $\beta\simeq2\cot\psi\cos\Delta\,\delta P$ while $\alpha\simeq1$. Half the resulting phase is the analyser error:
$$\delta A_s=\cot\psi\cos\Delta\,\delta P .$$
For gold at $70^\circ$, an error of $0.10^\circ$ in the polariser gives $-0.032^\circ$ in the analyser.

In a noise-free simulation for this mirror, $P_s=1.20^\circ$ and $A_s=-27.40^\circ$. A least-squares parabola was fitted to $R$ at 21 dial settings from $-5^\circ$ to $5^\circ$ in steps of $0.5^\circ$. It gave $P_s=1.1979^\circ$. A second fit, with the window centred on that estimate, gave $1.2000^\circ$, and the harmonic phase there gave $A_s=-27.4000^\circ$.

The first error comes from the terms beyond $P^2$. If $v$ is measured from the window centre and the true minimum lies at $v=d$, the quartic term $(v-d)^4$ contains the odd pieces $-4dv^3-4d^3v$, which change the fitted slope at the window centre, and the even pieces $v^4+6d^2v^2$, which change the fitted curvature. Their effects on the position of the fitted minimum cancel only in part. In a centred window $R$ is even, its fitted linear coefficient is zero, and this bias disappears.

## (f) How does noise limit the polariser zero?

**Question.** Let $\alpha$ and $\beta$ have independent errors of standard deviation $\sigma$ at each setting. Estimate the error of $P_s$ from a parabola fitted on a centred, symmetric set of offsets $x_j$.

**Solution.** To first order $\delta R=-2(\alpha\,\delta\alpha+\beta\,\delta\beta)$, so its variance is
$$4\sigma^2(\alpha^2+\beta^2)=4\sigma^2(1-R)\simeq4\sigma^2 .$$
Fit $R=c_0+c_1x+c_2x^2$. On a symmetric set the sums of $x_j$ and $x_j^3$ vanish, so the linear coefficient separates from the others:
$$c_1=\frac{\sum_jx_jR_j}{\sum_jx_j^2},\qquad
\sigma_{c_1}=\frac{2\sigma}{\sqrt{\sum_jx_j^2}} .$$
The minimum lies at $-c_1/(2c_2)$. With $c_2\simeq K$,
$$\sigma_P\simeq\frac{\sigma}{K\sqrt{\sum_jx_j^2}} .$$
For fixed $\psi$, noise and window, the error is proportional to $1/\sin^2\Delta$. The estimate requires the fluctuation of $c_2$ to be small compared with $K$, so it fails as $\sin\Delta\to0$.

For the 21-point window, $\sum_jx_j^2=2(385)(0.5^\circ)^2=192.5\ \mathrm{deg^2}$, whose square root is 0.242 rad. With $\sigma=2.0\times10^{-4}$,
$$\sigma_P=\frac{2.0\times10^{-4}}{(4.03)(0.242)}=2.05\times10^{-4}\ \mathrm{rad}=0.0117^\circ .$$
Fits to 4000 sets with random Gaussian errors gave a standard deviation of $0.0119^\circ$. For a fictitious sample with the same $\psi$ but $\Delta=160^\circ$, the formula gives $0.091^\circ$ and the simulated fits $0.094^\circ$. A standard deviation taken from 4000 sets is itself uncertain by about 1%, which covers the gap for gold and part of the gap for $\Delta=160^\circ$. In the second case the quartic term and the noise in $c_2$, which the formula omits, raise the expected value to about $0.093^\circ$. The loss of precision is close to the predicted ratio of the two values of $\sin^2\Delta$, which is 7.8.

## (g) Which imperfections move the minimum?

**Question.** Examine finite detector bins, an elliptical polariser output, a polarisation-sensitive detector, a spread of incidence angles and a finite gold thickness. Distinguish a change of curvature from a shift of the minimum.

**Solution.**

**Detector bins.** Suppose each reading averages the signal over an analyser interval $w$. Then
$$\frac1w\int_{A-w/2}^{A+w/2}\cos2A'\,dA'=\frac{\sin w}{w}\cos2A ,$$
and $\sin2A$ acquires the same factor $\eta=\sin w/w$. The measured residual is
$$R_m=1-\eta^2(1-R)=(1-\eta^2)+\eta^2R .$$
The minimum stays in place but no longer reaches zero. Sixty bins per turn give $w=6^\circ$, $\eta=0.99817$ and a floor of 0.00365. This is about three times the ideal residual at $P=1^\circ$, so a nonzero floor alone does not show that the polariser is misaligned.

**Elliptical polariser output.** Let the incident components be $\cos P-i\gamma\sin P$ and $\sin P+i\gamma\cos P$, with small real $\gamma$. After division by $|r_s|^2$,
$$E_p^*E_s\to Te^{-i\Delta}(\cos P+i\gamma\sin P)(\sin P+i\gamma\cos P).$$
The product of the two brackets is $\tfrac12(1-\gamma^2)\sin2P+i\gamma$. The imaginary part of the whole is
$$T\left[\gamma\cos\Delta-\tfrac12(1-\gamma^2)\sin2P\,\sin\Delta\right].$$
By part (b), $R$ vanishes where this does:
$$\sin2P=\frac{2\gamma\cot\Delta}{1-\gamma^2},$$
provided that the right side has magnitude below 1. If one root is $P=\delta$, the other is $90^\circ-\delta$. Subtracting $90^\circ$ from the second reading and averaging removes this error. For $\gamma=10^{-3}$ the gold minima move by $-0.0183^\circ$ and $+0.0183^\circ$.

The analyser zero is affected too. The real part of $E_p^*E_s$ is now $T[\tfrac12(1-\gamma^2)\sin2P\cos\Delta+\gamma\sin\Delta]$. At the minimum near $P=0$, where $P\simeq\gamma\cot\Delta$, this gives $\beta\simeq2\gamma/(T\sin\Delta)$. Half the harmonic phase is then wrong by $\gamma\cot\psi/\sin\Delta$, which is $0.063^\circ$ for the gold mirror.

**Polarisation-sensitive detector.** The light leaving the analyser is linear along $A$. Let the detector response be $1+d\sin2A$. In the product with the ideal signal, $\beta d\sin^22A$ adds $\beta d/2$ to the mean, and the $\sin2A$ amplitude becomes $\beta+d$. The other new terms are fourth harmonics. To first order in $d$,
$$R_m=1-\frac{\alpha^2+(\beta+d)^2}{(1+d\beta/2)^2}\simeq R-d\beta(1+R).$$
Near $P=0$, $\beta\simeq2P\cos\Delta/T$, so $R_m\simeq KP^2-2dP\cos\Delta/T$. Setting the derivative to zero gives
$$P_{\min}=\frac{d\cos\Delta}{TK}=\frac{d\tan\psi\cos\Delta}{4\sin^2\Delta} .$$
For $d=10^{-3}$ this is $-0.0046^\circ$ for the gold mirror. The analyser zero read there is wrong by about $(\beta+d)/2$, or $0.030^\circ$. A response $1+d\cos2A$ would instead leave the minimum in place, because $\alpha$ is even and $\beta$ odd in $P$, and would change the residual there from zero to about $-d$.

**Spread of incidence angles.** Let rays with different $\theta$ share one plane of incidence and add in intensity. Angle brackets denote the average over rays, and
$$a=\langle|r_p|^2\rangle,\qquad b=\langle|r_s|^2\rangle,\qquad g=\langle\mathrm{Re}(r_p^*r_s)\rangle .$$
Then $\alpha=(a-bt^2)/(a+bt^2)$ and $\beta=2gt/(a+bt^2)$, so
$$R=\frac{4t^2(ab-g^2)}{(a+bt^2)^2},\qquad
K=4\left(\frac ba-\frac{g^2}{a^2}\right).$$
The zero at $P=0$ survives, because every ray is then purely $p$ polarised. The strict $\sin^2\Delta$ law does not survive, because the average mixes different polarisation states. A uniform spread of $\pm0.5^\circ$ about $70^\circ$, averaged over 41 angles, changes $K$ for gold by 0.01%. For the transparent surface it raises $K$ from zero to $0.013\ \mathrm{rad^{-2}}$, about 300 times below the gold value.

**Finite gold thickness.** Summing the multiple reflections in a 100 nm gold film on a transparent substrate of index 1.5 changes $K$ by 0.28% relative to opaque gold. These layers do not mix $p$ and $s$ light, so the minimum does not move.

**Comparison with a real mirror.** The optical constants used here are rough values for gold in red light, and those of a real film depend on its preparation. At $70^\circ$ and $n=0.2$, $K$ falls from 4.26 to $3.86\ \mathrm{rad^{-2}}$ as $k$ rises from 3.1 to 3.6, so even the second digit of $K$ depends on the chosen index, and for gold in general only $K\approx4\ \mathrm{rad^{-2}}$ at this angle can be stated. The values of $\gamma$, $d$, the angular spread and the noise are round model choices, not data for a particular instrument. With these choices, the largest shift of the polariser zero among the cases treated is the $0.018^\circ$ from polariser ellipticity, somewhat above the $0.012^\circ$ noise error. The analyser zero suffers more from the same ellipticity, with an error of $0.063^\circ$ when it is read at the minimum near $P=0$. This ranking leaves out the analyser, which was taken as ideal. An analyser ellipticity $\gamma_A$ makes the mean signal depend on the circular fraction. It moves the two minima in opposite directions, by about $\gamma_A\tan\psi/\sin\Delta$ and $\gamma_A\cot\psi/\sin\Delta$. For $\gamma_A=10^{-3}$ on gold these are $0.057^\circ$ and $0.063^\circ$, larger than any polariser shift above, and averaging the two minima leaves $0.003^\circ$. Surface roughness, detector nonlinearity and anisotropy that mixes $p$ and $s$ light are not included either. Such mixing breaks the assumption that $P=0$ gives purely $p$-polarised reflected light, so it can move the minimum. Its size would have to be determined for the actual surface.
